# Testing the Weyl count in a sphere and its curvature energy: a program that tests the result

```python
# Result under test: for a particle in a hard-wall ball of radius R, x = k R,
# the smooth number of levels per spin below x is
#     N(x) = 2 x^3/(9 pi) - x^2/4 + 2 x/(3 pi),
# and the kinetic energy, in units E_R = hbar^2/(2 m R^2), has the curvature term
#     2 x^3/(9 pi) per spin at fixed k, and (27 pi^2/64 - 2) per particle at fixed
# particle number. Levels: zeros x_nl of the spherical Bessel function j_l,
# weight 2l+1. n = particles per spin, x0 = (9 pi n/2)^(1/3).
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ndtr, spherical_jn

pi = np.pi
A, B, C = 2 / (9 * pi), 0.25, 2 / (3 * pi)
X_MAX = 150


def bessel_zeros(x_max):
    """All zeros of j_l below x_max; they are at least pi apart for each l."""
    ls, lows = [], []
    for l in range(x_max):
        grid = np.arange(l + 0.5, x_max + 0.25, 0.5)
        values = spherical_jn(l, grid)
        change = np.nonzero(values[:-1] * values[1:] < 0)[0]
        ls.extend([l] * len(change))
        lows.extend(grid[change])
    ls = np.array(ls)
    low = np.array(lows)
    high = low + 0.5
    sign_low = np.sign(spherical_jn(ls, low))
    for _ in range(50):
        mid = 0.5 * (low + high)
        same = np.sign(spherical_jn(ls, mid)) == sign_low
        low = np.where(same, mid, low)
        high = np.where(same, high, mid)
    return ls, 0.5 * (low + high)


def inverse_square_sums(kappa, l_count):
    """sum_n 1/(x_nl^2+kappa^2)^2 for l < l_count from ratios I_(nu+1)/I_nu."""
    ratio, sums = 0.0, np.zeros(l_count)
    for l in range(l_count + 60, -1, -1):
        nu = l + 0.5
        ratio = 1 / (2 * (nu + 1) / kappa + ratio)
        if l < l_count:
            slope = 1 - ratio**2 - (2 * nu + 1) * ratio / kappa
            sums[l] = (ratio / kappa - slope) / (4 * kappa**2)
    return sums


ell, zero = bessel_zeros(X_MAX)
order = np.argsort(zero)
ell, zero = ell[order], zero[order]
weight = 2 * ell + 1
print(f"distinct zeros below x = {X_MAX}: {len(zero)}")
print(f"levels per spin below x = {X_MAX}: {weight.sum()}")

# The zeros against the radial Schroedinger equation on a grid, l = 2
points = 1500
h = 1 / (points + 1)
r = h * np.arange(1, points + 1)
grid_energy = eigh_tridiagonal(2 / h**2 + 6 / r**2, -np.ones(points - 1) / h**2,
                               eigvals_only=True, select='i', select_range=(0, 0))[0]
first_d = zero[ell == 2][0]
assert abs(np.sqrt(grid_energy) - first_d) < 1e-4
print(f"first zero of j_2: {first_d:.5f}; radial grid: {np.sqrt(grid_energy):.5f}")

# Imaginary wave number: identity for one l, then the sum over all l
direct = np.sum(1 / (zero[ell == 3]**2 + 25.0)**2)
from_ratio = inverse_square_sums(5.0, 4)[3]
assert abs(direct / from_ratio - 1) < 1e-3
print(f"l=3, kappa=5: sum over zeros {direct:.6e}, Bessel ratio {from_ratio:.6e}")
L = 4000
for kappa in (20.0, 40.0):
    sums = inverse_square_sums(kappa, L)
    # the part l >= L from the large-l limit of the summand
    G = np.sum((2 * np.arange(L) + 1) * sums) + 1 / (8 * L) - 1 / (4 * L**2)
    third = kappa**3 * (G - 1 / (6 * kappa) + 1 / (4 * kappa**2))
    assert abs(third - 1 / 6) < 1 / (20 * kappa)
    print(f"kappa={kappa:.0f}: G = {G:.8f}, coefficient of 1/kappa^3 = {third:.5f}")
print(f"predicted coefficient of 1/kappa^3: {1 / 6:.5f}")


def weyl(x):
    return A * x**3 - B * x**2 + C * x


# Raw staircase: shell oscillations compared with the curvature term
cumulative = np.concatenate(([0], np.cumsum(weight)))
scaled = []
for start, stop in ((20, 60), (110, 150)):
    xs = np.linspace(start, stop, 20001)
    deviation = cumulative[np.searchsorted(zero, xs)] - weyl(xs)
    rms = np.sqrt(np.mean(deviation**2))
    middle = 0.5 * (start + stop)
    assert rms > C * middle
    scaled.append(rms / middle)
    print(f"x={start}-{stop}: rms raw deviation {rms:.1f}, curvature term at "
          f"x={middle:.0f} {C * middle:.1f}")
assert scaled[1] > 1.2 * scaled[0]

# Gaussian average over x; the quadrature is exact for these polynomials
SIGMA = 2.0
nodes, node_weights = np.polynomial.hermite_e.hermegauss(10)
node_weights = node_weights / node_weights.sum()


def average(function, x):
    return np.sum(node_weights * function(x + SIGMA * nodes))


print(f"Gaussian averaging width in x: {SIGMA:.1f}")
print("x | raw count | Weyl | averaged count | averaged Weyl | c | kinetic coeff.")
for x in (20.0, 40.0, 80.0, 120.0):
    raw = cumulative[np.searchsorted(zero, x)]
    occupation = weight * ndtr((x - zero) / SIGMA)
    mean_count = occupation.sum()
    mean_weyl = average(weyl, x)
    c_found = (mean_count - average(lambda y: A * y**3 - B * y**2, x)) / x
    mean_kinetic = np.sum(occupation * zero**2)
    two_terms = average(lambda y: 2 * y**5 / (15 * pi) - y**4 / 8, x)
    t_found = (mean_kinetic - two_terms) / average(lambda y: y**3, x)
    assert abs(mean_count - mean_weyl) < 0.05
    assert abs(c_found - C) < 0.05 / x
    assert abs(t_found - 2 / (9 * pi)) < 1e-4
    print(f"{x:.0f} | {raw} | {weyl(x):.2f} | {mean_count:.3f} | {mean_weyl:.3f}"
          f" | {c_found:.5f} | {t_found:.6f}")
print(f"predicted c = {C:.5f}, predicted kinetic coefficient = {2 / (9 * pi):.6f}")

# Fixed particle number: algebra checked by solving the cubic at huge n
curvature = 27 * pi**2 / 64 - 2


def leading_terms(n):
    x0 = (9 * pi * n / 2)**(1 / 3)
    return 0.6 * x0**2, 9 * pi / 16 * x0


n_huge = 1e9
x_root = brentq(lambda y: weyl(y) - n_huge, 1000, 5000, xtol=1e-11, rtol=1e-14)
smooth = 2 * x_root**5 / (15 * pi) - x_root**4 / 8 + 2 * x_root**3 / (9 * pi)
from_cubic = smooth / n_huge - sum(leading_terms(n_huge))
assert abs(from_cubic - curvature) < 2e-3
print(f"curvature term per particle, formula: {curvature:.4f} E_R")
print(f"same from the cubic at n = 1e9: {from_cubic:.4f} E_R")

# Fixed particle number: true filled levels, fitted to constant + slope/x0
filled = np.cumsum(np.repeat(zero**2, weight))
x0_grid = np.linspace(20, 140, 6001)
n_grid = np.rint(A * x0_grid**3).astype(int)
vol, surf = leading_terms(n_grid)
rest = filled[n_grid - 1] / n_grid - vol - surf
x0_true = (n_grid / A)**(1 / 3)
design = np.column_stack((np.ones_like(x0_true), 1 / x0_true))
intercept, slope = np.linalg.lstsq(design, rest, rcond=None)[0]
assert abs(intercept - curvature) < 0.1
print(f"fit to filled levels, x0=20-140: intercept {intercept:.3f} E_R, "
      f"slope {slope:.2f} E_R")

# Worked example: model sphere with noninteracting electrons
radius, electrons = 2.0e-9, 1000
n = electrons // 2
unit = const.hbar**2 / (2 * const.m_e * radius**2) / const.e
vol, surf = leading_terms(n)
exact = 2 * filled[n - 1] * unit
parts = [electrons * unit * term for term in (vol, surf, curvature)]
error_two = sum(parts[:2]) - exact
error_three = sum(parts) - exact
assert abs(error_three) < abs(error_two)
assert abs(error_three) < 0.005 * exact
print(f"example: R = {radius * 1e9:.1f} nm, electrons = {electrons}, per spin = {n}")
print(f"E_R = {unit:.6f} eV, x0 = {(n / A)**(1 / 3):.4f}")
print(f"volume part: {parts[0]:.3f} eV")
print(f"surface part: {parts[1]:.3f} eV")
print(f"curvature part: {parts[2]:.3f} eV")
print(f"sum of three parts: {sum(parts):.3f} eV")
print(f"sum over occupied levels: {exact:.3f} eV")
print(f"two-term sum minus level sum: {error_two:.3f} eV")
print(f"three-term sum minus level sum: {error_three:.3f} eV")
print("success")
```

Printed output:

```
distinct zeros below x = 150: 2776
levels per spin below x = 150: 233404
first zero of j_2: 5.76346; radial grid: 5.76346
l=3, kappa=5: sum over zeros 2.869289e-04, Bessel ratio 2.869598e-04
kappa=20: G = 0.00772904, coefficient of 1/kappa^3 = 0.16561
kappa=40: G = 0.00401301, coefficient of 1/kappa^3 = 0.16621
predicted coefficient of 1/kappa^3: 0.16667
x=20-60: rms raw deviation 40.5, curvature term at x=40 8.5
x=110-150: rms raw deviation 231.1, curvature term at x=130 27.6
Gaussian averaging width in x: 2.0
x | raw count | Weyl | averaged count | averaged Weyl | c | kinetic coeff.
20 | 456 | 470.13 | 486.084 | 486.105 | 0.21116 | 0.070741
40 | 4150 | 4135.56 | 4168.494 | 4168.515 | 0.21168 | 0.070737
80 | 34604 | 34633.57 | 34700.453 | 34700.474 | 0.21195 | 0.070736
120 | 118698 | 118656.46 | 118757.299 | 118757.320 | 0.21203 | 0.070736
predicted c = 0.21221, predicted kinetic coefficient = 0.070736
curvature term per particle, formula: 2.1637 E_R
same from the cubic at n = 1e9: 2.1642 E_R
fit to filled levels, x0=20-140: intercept 2.157 E_R, slope 3.49 E_R
example: R = 2.0 nm, electrons = 1000, per spin = 500
E_R = 0.009525 eV, x0 = 19.1916
volume part: 2104.921 eV
surface part: 323.032 eV
curvature part: 20.610 eV
sum of three parts: 2448.563 eV
sum over occupied levels: 2450.710 eV
two-term sum minus level sum: -22.756 eV
three-term sum minus level sum: -2.147 eV
success
```
